\section*{The RKKY range functions in three dimensions and in one, part 1}

(Sections cited here and not found follow in the second part.)

\section{Part one: three dimensions}

\subsection{What symmetry and dimensions fix}

Two localised spins $\mathbf S_1$ and $\mathbf S_2$, a distance $R$ apart, sit in a gas of free electrons. Each disturbs the electrons through an exchange coupling of strength $J$, and each feels the disturbance made by the other. To lowest order the mutual energy contains each spin once, so it is proportional to $J^2$ and bilinear in the spins. If the gas is unpolarised and has no spin--orbit coupling, nothing singles out a direction in spin space, and the one scalar bilinear in two spin vectors is $\mathbf S_1\cdot\mathbf S_2$.

The spins are dimensionless. In three dimensions a contact coupling $J$ has the dimension energy times volume, and $\hbar^2/m$ has the dimension energy times length squared. Hence $J^2m/\hbar^2$ is an energy times length$^4$, and the remaining lengths are $1/k_F$ and $R$, where $k_F$ is the Fermi wavevector. In one dimension the coupling $J_1$ is an energy times length, and $J_1^2m/\hbar^2$ is already an energy. Therefore
\begin{align}
E_{12}^{\rm 3D}&=\frac{J^2mk_F^4}{\hbar^2}\,f_3(k_FR)\,\mathbf S_1\cdot\mathbf S_2,\\
E_{12}^{\rm 1D}&=\frac{J_1^2m}{\hbar^2}\,f_1(k_FR)\,\mathbf S_1\cdot\mathbf S_2 .
\end{align}
The two functions, with their signs, must come from the scattering of electrons.

\subsection{Model and second-order energy}

The coupling is
\begin{equation}
H'=-J\sum_{i=1,2}\mathbf S_i\cdot\mathbf s(\mathbf R_i),\qquad
\mathbf s(\mathbf r)=\tfrac12\sum_{\alpha\beta}\psi^\dagger_\alpha(\mathbf r)\,\boldsymbol\sigma_{\alpha\beta}\,\psi_\beta(\mathbf r).
\end{equation}
With this sign, $J>0$ favours an electron spin parallel to the local one. In a volume $V$, with $\psi_\alpha(\mathbf r)=V^{-1/2}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}c_{\mathbf k\alpha}$,
\begin{equation}
H'=-\frac{J}{2V}\sum_i\sum_{\mathbf k\mathbf k'}\sum_{\alpha\beta}e^{i(\mathbf k-\mathbf k')\cdot\mathbf R_i}\,(\boldsymbol\sigma_{\alpha\beta}\cdot\mathbf S_i)\,c^\dagger_{\mathbf k'\alpha}c_{\mathbf k\beta}.
\end{equation}
The electrons have energies $E_k=\hbar^2k^2/2m$ and fill the Fermi sphere at zero temperature. The local spins have no energy of their own. The first-order energy vanishes, because the filled sphere has no net spin.

In second order, $H'$ lifts an electron from an occupied $\mathbf k$ to an empty $\mathbf k'$, and a second action of $H'$ returns it. If spin $i$ causes the first event and spin $j$ the second, the phases multiply to $e^{i(\mathbf k-\mathbf k')\cdot(\mathbf R_i-\mathbf R_j)}$. The sum over electron spin is a trace. Since ${\rm Tr}\,\sigma_a\sigma_b=2\delta_{ab}$ and the components of different local spins commute,
\begin{equation}
{\rm Tr}\,[(\mathbf S_j\cdot\boldsymbol\sigma)(\mathbf S_i\cdot\boldsymbol\sigma)]=2\,\mathbf S_1\cdot\mathbf S_2\qquad(i\neq j).
\end{equation}
The terms with $i=j$ do not depend on $R$ and are dropped. The two orders $(i,j)=(1,2)$ and $(2,1)$ add their phases to $2\cos[(\mathbf k-\mathbf k')\cdot\mathbf R]$. The numerical factors are $(1/4)\times2\times2=1$, so
\begin{equation}
E_{12}=-\frac{J^2}{V^2}\,\mathbf S_1\cdot\mathbf S_2\sum_{k<k_F<k'}\frac{\cos[(\mathbf k-\mathbf k')\cdot\mathbf R]}{E_{k'}-E_k}.
\label{second}
\end{equation}
The minus sign is that of any second-order ground-state energy. Replacing each sum by $V\int d^3k/(2\pi)^3$ gives
\begin{equation}
E_{12}=-\frac{J^2}{(2\pi)^6}\frac{2m}{\hbar^2}\,I_3\,\mathbf S_1\cdot\mathbf S_2,\qquad
I_3=\int_{k<k_F}\!\!d^3k\int_{k'>k_F}\!\!d^3k'\,\frac{\cos[(\mathbf k-\mathbf k')\cdot\mathbf R]}{k'^2-k^2}.
\label{e3}
\end{equation}

\subsection{Angles, and the empty states}

The integral of $e^{i\mathbf k\cdot\mathbf R}$ over the directions of $\mathbf k$ is $4\pi\sin(kR)/(kR)$. It is real, so the cosine in $I_3$ becomes a product of two such factors:
\begin{equation}
I_3=\frac{16\pi^2}{R^2}\int_0^{k_F}\!dk\,k\sin kR\int_{k_F}^\infty\!dk'\,\frac{k'\sin k'R}{k'^2-k^2}.
\end{equation}
At large $k'$ the integrand falls as $\sin(k'R)/k'$, and the integral converges through its oscillation as long as $R>0$.

For fixed $k<k_F$, write the empty range as all $k'$ minus the occupied ones. Both pieces now contain the pole $k'=k$ and are taken as principal values, denoted by P. For all $k'$, consider
\begin{equation}
{\rm P}\!\int_{-\infty}^{\infty}\!dp\,\frac{p\,e^{ipR}}{p^2-k^2}
=i\pi\left[\frac{k\,e^{ikR}}{2k}+\frac{(-k)\,e^{-ikR}}{-2k}\right]=i\pi\cos kR .
\end{equation}
The contour is closed in the upper half plane, where the exponential decays, and each pole on the axis counts with half its residue. The imaginary part is an even integrand, so half of it belongs to positive $p$:
\begin{equation}
{\rm P}\!\int_0^\infty\!dk'\,\frac{k'\sin k'R}{k'^2-k^2}=\frac{\pi}{2}\cos kR .
\label{pv3}
\end{equation}

\subsection{Why the occupied square drops out}

The piece to be subtracted is
\begin{equation}
T_3=\int_0^{k_F}\!dk\;{\rm P}\!\int_0^{k_F}\!dk'\,\frac{h(k)h(k')}{k'^2-k^2},\qquad h(k)=k\sin kR .
\end{equation}
The integrand changes sign when $k$ and $k'$ are exchanged. That alone does not prove $T_3=0$, because the integrals are done in a fixed order. Cut out the strip $|k'-k|<\epsilon$. What is left of the square is symmetric about the diagonal and the integrand is integrable there, so it contributes zero. It remains to show that the strip contributes nothing as $\epsilon\to0$.

Write the integrand as $B(k,k')/(k'-k)$ with $B=h(k)h(k')/(k+k')$. For $k$ farther than $\epsilon$ from both ends, the constant $B(k,k)$ cancels across the pole, and the strip gives at most $2\epsilon\max|\partial B/\partial k'|$. This slope is bounded, since $h$ vanishes quadratically at the origin. For $k$ within $\epsilon$ of an end the strip is lopsided and leaves a logarithm. With $s$ the distance from the end, $\int_0^\epsilon\ln(\epsilon/s)\,ds=\epsilon$, which also vanishes. Hence $T_3=0$. Evaluated numerically in the stated order, with $k_F=1$, the square is below $10^{-6}$ in magnitude at $x=1$, 4 and 7, where $x=2k_FR$. The argument needed a bounded slope of $B$ near the origin; in one dimension that condition fails.

\subsection{The range function}

With equation (\ref{pv3}) and $\sin kR\cos kR=\frac12\sin2kR$,
\begin{align}
I_3&=\frac{16\pi^2}{R^2}\,\frac{\pi}{2}\int_0^{k_F}\!dk\,k\sin kR\cos kR
=\frac{4\pi^3}{R^2}\int_0^{k_F}\!dk\,k\sin2kR\nonumber\\
&=\frac{4\pi^3}{R^2}\left[-\frac{k\cos2kR}{2R}+\frac{\sin2kR}{4R^2}\right]_0^{k_F}
=\frac{\pi^3}{R^4}(\sin x-x\cos x).
\label{single}
\end{align}
The last step uses $k_F/(2R)=x/(4R^2)$. Inserting $R^{-4}=16k_F^4/x^4$ into equation (\ref{e3}), the factors combine as $2\times16\pi^3/(64\pi^6)=1/(2\pi^3)$, and
\begin{equation}
\boxed{E_{12}=\frac{J^2mk_F^4}{2\pi^3\hbar^2}\,F(x)\,\mathbf S_1\cdot\mathbf S_2,\qquad F(x)=\frac{x\cos x-\sin x}{x^4}}
\label{rkky3}
\end{equation}
A positive coefficient favours antiparallel spins. The sign of $J$ does not matter, because $J$ enters squared.

At small $x$, $x\cos x-\sin x\simeq-x^3/3$, so $F\simeq-1/(3x)$ and the spins prefer to be parallel. An electron that follows one spin then serves the other equally well. The divergence at $R\to0$ belongs to the contact form of the coupling, which scatters equally into arbitrarily high $k'$. At large $x$, $F\simeq\cos x/x^3$. The coupling changes sign first where $\tan x=x$, at $x=4.4934$. The wavevector $2k_F$ is the largest that joins two points of the Fermi sphere, and the oscillation comes from the sharp upper limit in equation (\ref{single}).

\subsection{The same energy in momentum space}

Exchanging the names of $\mathbf k$ and $\mathbf k'$ in equation (\ref{second}) and averaging the two forms replaces the weight $f_k(1-f_{k'})$ by $\frac12(f_k-f_{k'})$, where $f$ is the occupation. With $\mathbf k'=\mathbf k+\mathbf q$, the energy is $-\frac12J^2\chi(R)\,\mathbf S_1\cdot\mathbf S_2$, where $\chi(R)$ is the Fourier transform of
\begin{equation}
\chi(q)=\int\!\frac{d^3k}{(2\pi)^3}\frac{f_k-f_{|\mathbf k+\mathbf q|}}{E_{|\mathbf k+\mathbf q|}-E_k}
=\frac{2m}{\hbar^2}\,\frac{2}{4\pi^2}\int_0^{k_F}\!k^2dk\;{\rm P}\!\int_{-1}^1\!\frac{d\mu}{q^2+2kq\mu}.
\end{equation}
The two occupations contribute equally, as the substitution $\mathbf k\to-\mathbf k-\mathbf q$ shows. The integral over $\mu$ is $(2kq)^{-1}\ln|(q+2k)/(q-2k)|$. The remaining one follows from
\begin{equation}
\int k\ln\left|\frac{q+2k}{q-2k}\right|dk=\left(\frac{k^2}{2}-\frac{q^2}{8}\right)\ln\left|\frac{q+2k}{q-2k}\right|+\frac{qk}{2},
\end{equation}
which is confirmed by differentiation. With $u=q/2k_F$ and the density of states per spin $\rho=mk_F/(2\pi^2\hbar^2)$,
\begin{equation}
\chi(q)=\rho\left[\frac12+\frac{1-u^2}{4u}\ln\left|\frac{1+u}{1-u}\right|\right].
\label{lind}
\end{equation}
This is the Lindhard function. Its slope is singular at $q=2k_F$, and its transform gives a route to the energy that does not pass through the radial integrals.

\subsection{Temperature and the size of the local spin}

At temperature $T$ the second-order free energy contains, for each pair of states with $\Delta=E_{k'}-E_k$, the factor
\begin{equation}
\tfrac12 f_k(1-f_{k'})\int_0^{1/k_BT}\!d\tau\,e^{-\tau\Delta}=\frac{f_k-f_{k'}}{2\Delta},
\end{equation}
because $f_k(1-f_{k'})e^{-\Delta/k_BT}=f_{k'}(1-f_k)$. The weight is linear in $f$, and a thermal $f$ is a mixture of sharp steps with weight $-\partial f/\partial E$. The coupling at $T$ is therefore the zero-temperature coupling averaged over Fermi energies with that weight. To leading order the phase $2kR$ shifts by $2R(E-E_F)/\hbar v_F$, where $v_F=\hbar k_F/m$. With $w=(E-E_F)/k_BT$ and $s=2Rk_BT/\hbar v_F$, the oscillation is multiplied by
\begin{equation}
A(s)=\int_{-\infty}^\infty\!\frac{e^{isw}\,dw}{4\cosh^2(w/2)}=\frac{\pi s}{\sinh\pi s}.
\label{thermal}
\end{equation}
To see this, move the contour up by $2\pi i$, which multiplies the integral by $e^{-2\pi s}$. The double pole at $w=i\pi$ lies between the two lines and has residue $-is\,e^{-\pi s}$, so $A(1-e^{-2\pi s})=2\pi s\,e^{-\pi s}$.

A real local spin is not a point. If the contact is spread into a Gaussian of width $a$ along each axis, each scattering amplitude gains $e^{-q^2a^2/2}$, and $\chi(q)$ is multiplied by $e^{-q^2a^2}$. In space this averages the point coupling with a Gaussian of variance $2a^2$ per axis. For a function of $r$ alone, $r$ times the function is averaged as in one dimension, since $\nabla^2E=(rE)''/r$. Far from the origin $rE$ is the real part of $e^{iKr}g(r)$, with $K=2k_F$ and $g\propto r^{-2}$ at leading order. Completing the square in the Gaussian,
\begin{equation}
e^{iKr}g(r)\;\to\;e^{-K^2a^2}e^{iKr}\,\overline{g(r+2iKa^2)},
\label{form}
\end{equation}
where the bar is the remaining average of the slowly varying $g$. The amplitude is multiplied by $e^{-4k_F^2a^2}$. The phase also shifts, by about $-\varphi$ with $\varphi=4Ka^2/R=8k_Fa^2/R$, which vanishes at large $R$.

\section{Part two: one dimension, and an example}

\subsection{Symbols and results carried over}

The electrons are free, with mass $m$ and Fermi wavevector $k_F$; $R$ is the distance between the spins, $x=2k_FR$, and P marks a principal value. The coupling is $-J\,\mathbf S_i\cdot\mathbf s$ at each spin, with $J_1$ in place of $J$ on a line. Second-order scattering from occupied $k$ to empty $k'$ gives equation (\ref{second}), and in three dimensions the result (\ref{rkky3}) with $F(x)=(x\cos x-\sin x)/x^4$. That derivation replaced the empty states by all states, which was allowed because the occupied square contributes zero. The density of states per spin is $\rho=mk_F/(2\pi^2\hbar^2)$.

\subsection{The one-dimensional integral}

On a line of length $L$ the volume in equation (\ref{second}) becomes $L$, and each sum becomes $L\int dk/2\pi$ over both signs of $k$. In $\cos[(k-k')R]=\cos kR\cos k'R+\sin kR\sin k'R$ the second term is odd in $k$ and drops out. The first is even in both variables, so
\begin{align}
E_{12}&=-\frac{J_1^2}{4\pi^2}\frac{2m}{\hbar^2}\,I_1\,\mathbf S_1\cdot\mathbf S_2,\label{e1}\\
I_1&=4\int_0^{k_F}\!dk\,\cos kR\int_{k_F}^\infty\!dk'\,\frac{\cos k'R}{k'^2-k^2}.\label{i1}
\end{align}
This double integral converges absolutely. The singularity at the corner $k=k'=k_F$ is of the type $1/(s+t)$, with $s$ and $t$ the distances of $k'$ and $k$ from $k_F$, and is integrable over the area. At large $k'$ the integrand falls as $1/k'^2$.

Again split the empty range into all $k'$ minus the occupied ones. For all $k'$, half residues at $p=\pm k$ give
\begin{equation}
{\rm P}\!\int_{-\infty}^{\infty}\!dp\,\frac{e^{ipR}}{p^2-k^2}=i\pi\,\frac{e^{ikR}-e^{-ikR}}{2k}=-\frac{\pi\sin kR}{k},
\end{equation}
and half of this belongs to $k'>0$. The ``all'' part of $I_1$ is therefore
\begin{equation}
4\int_0^{k_F}\!dk\,\cos kR\left(-\frac{\pi\sin kR}{2k}\right)=-\pi\int_0^{k_F}\!dk\,\frac{\sin2kR}{k}=-\pi\,{\rm Si}(x),
\end{equation}
where ${\rm Si}(x)=\int_0^x dt\,\sin t/t$.

If the occupied square vanished here too, this would be the answer. It cannot be. At $R=0$ the integrand of $I_1$ is positive everywhere, so $I_1(0)>0$, whereas ${\rm Si}(0)=0$. At large $R$ an absolutely convergent integral of an oscillating function must tend to zero, whereas $-\pi\,{\rm Si}(x)$ tends to $-\pi^2/2$.

The three-dimensional coupling is now derived, and on a line the integral over all $k'$ gives $-\pi\,{\rm Si}(x)$, which cannot be the whole of $I_1$. It remains to evaluate the occupied square in one dimension, to complete the coupling there, and to apply the three-dimensional result to an example.
